\section*{Correlation energy of the uniform electron gas in the random-phase approximation, part 2}

We seek the correlation energy per electron, $\varepsilon_c$, of the uniform electron gas at zero temperature, in Hartree atomic units. There are $N$ electrons, half of each spin $\sigma$, in a periodic box of volume $V$ with a neutralizing background; $n=N/V=k_F^3/3\pi^2=3/4\pi r_s^3$. The Hamiltonian is $H_\lambda=T+\lambda W$, with kinetic energy $T$, Coulomb interaction $W$, $v(q)=4\pi/q^2$ and ground-state energy $E(\lambda)$. Averages $\langle\ldots\rangle_\lambda$ are taken in its ground state, and
\begin{equation}
N\varepsilon_c=E(1)-E(0)-\langle W\rangle_0=\int_0^1 d\lambda\,[\langle W\rangle_\lambda-\langle W\rangle_0].
\label{AC}
\end{equation}
The exchange energy is $\varepsilon_x=\langle W\rangle_0/N=-3k_F/4\pi$. With $n_{\mathbf q}=\sum_je^{-i\mathbf q\cdot\mathbf r_j}$, the structure factor $S_\lambda=\langle n_{\mathbf q}n_{-\mathbf q}\rangle/N$ follows from the density response $\chi_\lambda$ to a potential $\delta v$ growing as $e^{\omega t}$:
\begin{equation}
nS_\lambda(q)=-\frac1\pi\int_0^\infty d\omega\,\chi_\lambda(q,i\omega).
\label{FDT}
\end{equation}
The random-phase approximation (RPA) sets $\delta n=\chi_0(\delta v+\lambda v\,\delta n)$ for the induced density $\delta n$, so
\begin{equation}
\chi_\lambda^{\rm RPA}=\frac{\chi_0}{1-\lambda v\chi_0}.
\label{closure}
\end{equation}
With $a=-v\chi_0>0$,
\begin{align}
-v(\chi_\lambda-\chi_0)&=\frac{a}{1+\lambda a}-a=-\frac{\lambda a^2}{1+\lambda a},\label{integrand}
\end{align}
whose $\lambda$ integral is $\ln(1+a)-a$. The free response sums particle--hole pairs of energy $D=\frac12|\mathbf k+\mathbf q|^2-\frac12k^2$, with $f=1$ inside the Fermi sphere and zero outside:
\begin{equation}
\chi_0=-\frac1V\sum_{\mathbf k\sigma}f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})\frac{2D}{D^2+\omega^2}.
\label{pairs}
\end{equation}
With $Q=q/2k_F$ and $u=\omega/qk_F$, $\chi_0=-k_FG/2\pi^2$ and $a=G/2\pi k_FQ^2$, where
\begin{align}
G=1&+\frac{1-Q^2+u^2}{4Q}\ln\frac{(1+Q)^2+u^2}{(1-Q)^2+u^2}\nonumber\\
&-u\Big[\arctan\frac{1+Q}u+\arctan\frac{1-Q}u\Big].
\label{G}
\end{align}
The result is
\begin{equation}
\varepsilon_c^{\rm RPA}=\frac{12k_F^2}\pi\int_0^\infty\!dQ\,Q^3\int_0^\infty\!du\,[\ln(1+a)-a].
\label{reduced}
\end{equation}
Also, $S_0=(3Q/\pi)\int G\,du$, equal to $\frac32Q-\frac12Q^3$ for $Q<1$ and to $1$ for $Q>1$.

Numerical checks use "the ring": three spinless fermions on $L=8$ sites, hopping $1$ Ha, $v(q)=2/(2-2\cos q)$ Ha, with $L$ replacing $V$ and $\sum_{q\ne0}$ kept as a sum.

\section{What the logarithm sums}

\textit{Q.} If you expand the logarithm you have a series in $v$. Why not stop at $-a^2/2$?

\textit{A.} First identify that term. Partial fractions give
\begin{equation}
\int_0^\infty\!\!\frac{d\omega}{(\omega^2+D_1^2)(\omega^2+D_2^2)}=\frac{\pi}{2}\,\frac{D_1^{-1}-D_2^{-1}}{D_2^2-D_1^2}=\frac{\pi}{2D_1D_2(D_1+D_2)}.
\label{pf}
\end{equation}
Squaring \eqref{pairs}, the total energy $-\frac1{4\pi}\sum_{\mathbf q}\int a^2d\omega$ becomes $-\frac12\sum_{\mathbf q}\sum_{1,2}(v/V)^2/(D_1+D_2)$, summed over two pairs; by inversion the second may be taken with momentum $-\mathbf q$. Compare second-order perturbation theory. $W$ connects the Fermi sea to states with holes $i,j$ and particles $p,r$, with amplitude $d-x$, where $d=\langle pr|ij\rangle$ is $v(\mathbf k_p-\mathbf k_i)/V$ and $x=\langle pr|ji\rangle$ is $v(\mathbf k_p-\mathbf k_j)/V$, spin permitting. Single excitations are forbidden by momentum conservation. An unrestricted sum counts each state four times, and $d^2$ and $x^2$ sum to the same value, so $E_2=-\frac14\sum(d-x)^2/\Delta=-\frac12\sum(d^2-dx)/\Delta$ with $\Delta=D_1+D_2$. The RPA keeps $d^2$ and omits the exchange term $dx$. On the ring the direct and exchange sums are $-0.0897836$ and $+0.0437548$ Ha; their total, $-0.0460288$ Ha, matches half the curvature of the exact $E(\lambda)$ at $\lambda=0$, and the direct sum matches $-a^2/2$.

In the gas the direct term diverges. As $Q\to0$ the logarithm in \eqref{G} tends to $4Q/(1+u^2)$, so $G\to2R$ with $R(u)=1-u\arctan(1/u)=\int_0^1t^2dt/(t^2+u^2)$. The second-order integrand of \eqref{reduced} is $-(12k_F^2/\pi)\,Q^3G^2/(8\pi^2k_F^2Q^4)=-(3/2\pi^3)G^2/Q\to-(6/\pi^3)R^2/Q$. By \eqref{pf}, and with $t=sy$ on the half $t<s$ of the unit square,
\begin{equation}
\int_0^\infty\!\!R^2du=\frac\pi2\int_0^1\!\!\int_0^1\!\frac{st\,ds\,dt}{s+t}=\pi\int_0^1\!s^2ds\int_0^1\!\frac{y\,dy}{1+y}=\frac\pi3(1-\ln2),
\end{equation}
which is $0.3213355$. Cut off below at $Q_c\ll1$, the term is $2c_0\ln Q_c$ plus a constant, with $c_0=(1-\ln2)/\pi^2=0.0310907$ Ha. Numerically the cuts $\ln Q_c=-8$ and $-10$ give $-0.480027$ and $-0.604390$ Ha, a slope of $0.124363/2=0.06218$ Ha $=2c_0$.

\textit{Q.} Then how does the full logarithm repair it, and what is left at high density?

\textit{A.} Let $\kappa=1/\pi k_F\propto r_s$ be small and split the integral at $Q_0$ with $\sqrt\kappa\ll Q_0\ll1$. Above $Q_0$, $a\ll1$ and the second-order term suffices: $2c_0\ln Q_0$ plus a constant independent of $r_s$. Below $Q_0$, $a=\kappa R/Q^2$. Put $x=1/a$, so that $Q^3dQ=\frac12\kappa^2R^2x\,dx$ and $12k_F^2\kappa^2/\pi=12/\pi^3$; the upper limit $X=Q_0^2/\kappa R$ is large for all $u$ because $R\le1$. Integrating $x\ln(1+1/x)$ by parts,
\begin{align}
\int_0^X\!x\Big[\ln\Big(1+\frac1x\Big)-\frac1x\Big]dx&=\frac{X^2}2\ln\Big(1+\frac1X\Big)-\frac X2-\frac12\ln(1+X)\nonumber\\
&\to-\frac14-\frac12\ln X .
\end{align}
The inner region therefore gives $(6/\pi^3)\int du\,R^2[-\frac14-\ln Q_0+\frac12\ln\kappa+\frac12\ln R]$, which is $-2c_0\ln Q_0+c_0\ln\kappa$ plus a constant. The arbitrary $Q_0$ cancels and
\begin{equation}
\varepsilon_c^{\rm RPA}\to c_0\ln r_s+\text{const}\qquad(r_s\to0).
\end{equation}
Screening has replaced the cutoff by $Q\sim\sqrt\kappa$. Evaluating \eqref{reduced} at $r_s=10^{-5}$ and $10^{-6}$ gives $-0.429045$ and $-0.500633$ Ha, a slope $0.071588/\ln10=0.031090$ Ha, and a constant of $-0.0711$ Ha. That constant belongs to the RPA only. The omitted exchange term has a single factor $v(q)$ singular at small $q$, so its integrand goes as $Q\,dQ$ in place of $dQ/Q$; it is finite and, by the scaling law \eqref{scale} below applied to a pure $\lambda^2$ term, independent of $r_s$. It shifts the constant and not $c_0$. That no higher-order term outside the RPA alters $c_0$ is not proved here.

\textit{Q.} Is there a physical reading of the logarithm, or is it bookkeeping?

\textit{A.} It is a change of zero-point energy. In the finite box label the pairs of momentum $\mathbf q$ by $n$, and let $w_n=(2vD_n/V)^{1/2}$. The identity $\det(M+ww^T)=\det M\,(1+w^TM^{-1}w)$ with $M=\mathrm{diag}(\omega^2+D_n^2)$ shows that $1-v\chi_0=\prod_n(\omega^2+\Omega_n^2)/(\omega^2+D_n^2)$, where $\Omega_n^2$ are the eigenvalues of $\mathrm{diag}(D_n^2)+ww^T$. The integral $\int_0^\infty\ln[(\omega^2+\Omega^2)/(\omega^2+D^2)]d\omega$ has $\Omega$-derivative $2\Omega\cdot\pi/2\Omega=\pi$ and vanishes at $\Omega=D$, so it equals $\pi(\Omega-D)$. Also $\int v\chi_0\,d\omega=-\pi v/V$ per pair. Hence
\begin{equation}
E_c^{\rm RPA}=\frac12\sum_{\mathbf q}\sum_n\Big(\Omega_n-D_n-\frac vV\Big).
\end{equation}
The shifted $\Omega_n$ are zeros of $1-v\chi_0$ at $\omega^2=-\Omega^2$, the normal modes of \eqref{closure}. They also solve the direct RPA eigenproblem $(D_n-\Omega)X_n=(D_n+\Omega)Y_n=-v\rho/V$ with $\rho=\sum(X+Y)$, since summing gives $1=-(v/V)\sum2D/(D^2-\Omega^2)$. Diagonalizing that problem on the ring yields $-0.0733861$ Ha, equal to the logarithmic formula. In the gas at small $q$ and fixed $\omega$, $u$ is large, $R\to1/3u^2$, $\chi_0\to-nq^2/\omega^2$ and $1-v\chi_0\to1+4\pi n/\omega^2$, so one mode is the plasmon, $\Omega=\sqrt{4\pi n}$.

\section{Numbers at $r_s=2$}

\textit{Q.} Show me a case with the arithmetic.

\textit{A.} Take the round value $r_s=2$ bohr. Then $k_F=(9\pi/4)^{1/3}/2=0.959579$ bohr$^{-1}$, $n=0.029842$ bohr$^{-3}$, the plasma frequency is $0.612372$ Ha and $12k_F^2/\pi=3.517167$ Ha. At $q=k_F$ and $\omega=0.5$ Ha, $Q=0.5$, $u=0.5/0.959579^2=0.543011$, and \eqref{G} gives $G=0.736768$. Then
\begin{align}
\chi_0&=-\frac{0.959579}{2\pi^2}\times0.736768=-0.035816\ \text{Ha}^{-1}\text{bohr}^{-3},\nonumber\\
v&=4\pi/0.959579^2=13.6473\ \text{Ha bohr}^3,\qquad v\chi_0=-0.48880,\nonumber\\
\ln&(1-v\chi_0)+v\chi_0=0.39797-0.48880=-0.09083 .\nonumber
\end{align}
Quadrature of \eqref{reduced} gives $\varepsilon_c^{\rm RPA}=-0.061801$ Ha $=-1.68$ eV per electron, 90\% of it from $q<2k_F$, beside $\varepsilon_x=-0.229083$ Ha $=-6.23$ eV obtained from the frequency integral of $\chi_0$. Integrating \eqref{integrand} over $Q$ and $u$ first, $(\langle W\rangle_\lambda-\langle W\rangle_0)/N$ is $-0.04176$, $-0.06593$ and $-0.10042$ Ha at $\lambda=0.25$, $0.5$ and $1$, and its numerical $\lambda$ integral returns $-0.061801$ Ha.

\textit{Q.} The value at $\lambda=1$ is much lower than $\varepsilon_c$. Where is the difference?

\textit{A.} In the kinetic energy. Since $E(1)=\langle T\rangle_1+\langle W\rangle_1$, \eqref{AC} splits as $\varepsilon_c=T_c+U_c$ with $U_c=(\langle W\rangle_1-\langle W\rangle_0)/N$. A scaling law checks $U_c$. With $\mathbf r'=\lambda\mathbf r$, both $-\frac12\nabla^2$ and $\lambda/r$ acquire the factor $\lambda^2$, so $H_\lambda$ at $r_s$ is $\lambda^2H_1$ at $\lambda r_s$. The subtracted terms, $E(0)\propto r_s^{-2}$ and $\lambda\langle W\rangle_0\propto\lambda/r_s$, scale likewise, and
\begin{equation}
\varepsilon_c(\lambda;r_s)=\lambda^2\varepsilon_c(\lambda r_s),\qquad U_c=\partial_\lambda\varepsilon_c\big|_{\lambda=1}=2\varepsilon_c+r_s\frac{d\varepsilon_c}{dr_s}.
\label{scale}
\end{equation}
The RPA obeys this, because $v\to\lambda v$ turns \eqref{reduced} into the form $k_F^2F(\lambda/k_F)$. With $d\varepsilon_c/dr_s=0.011592$ Ha/bohr, $U_c=2(-0.061801)+2(0.011592)=-0.100418$ Ha and $T_c=-0.061801+0.100418=+0.038617$ Ha.

\textit{Q.} How wrong is it?

\textit{A.} The table compares \eqref{reduced} with two Perdew--Wang parametrizations, one fitted to the RPA energy and one (PW92) fitted to quantum Monte Carlo energies; energies are in Ha.
\begin{center}
\begin{tabular}{ccccc}
$r_s$ & RPA & RPA fit & PW92 & $g(0)$, RPA\\
1 & $-0.07880$ & $-0.07874$ & $-0.05977$ & $-0.126$\\
2 & $-0.06180$ & $-0.06180$ & $-0.04476$ & $-0.659$\\
5 & $-0.04247$ & $-0.04249$ & $-0.02822$ & $-2.029$\\
10 & $-0.03066$ & $-0.03066$ & $-0.01857$ & $-3.950$
\end{tabular}
\end{center}
The agreement with the RPA fit confirms the prefactor. The RPA lies below PW92 by $0.019$, $0.017$ and $0.012$ Ha at $r_s=1$, $2$ and $10$, which is 32\%, 38\% and 65\% of the PW92 magnitude. On the ring it gives $-0.0734$ Ha against the exact $-0.0385$ Ha.

The last column exposes the fault. The pair distribution $g(r)$ is defined for $\mathbf q\neq0$ by $S-1=n\int d^3r\,(g-1)e^{-i\mathbf q\cdot\mathbf r}$. Inverting at $r=0$, with $(3\pi^2/k_F^3)(8k_F^3/2\pi^2)=12$, gives $g(0)=1+12\int Q^2(S-1)dQ$. For the free gas this is $1+12(\frac38-\frac1{12}-\frac13)=\frac12$. Equation \eqref{closure} adds $S^{\rm RPA}-S_0=-(3Q/\pi)\int Ga/(1+a)\,du<0$. A probability density cannot be negative, yet the computed $g(0)$ is negative already at $r_s=1$. The violation starts at any coupling in the parallel-spin channel. For a spin-dependent drive, $\delta n_\sigma=\frac12\chi_0(\delta v_\sigma+v\,\delta n)$; summing over $\sigma$ gives $\delta n=\frac12\chi_0\sum_{\sigma'}\delta v_{\sigma'}/(1-v\chi_0)$, so
\begin{equation}
\chi_{\sigma\sigma'}=\tfrac12\chi_0\,\delta_{\sigma\sigma'}+\frac{v\chi_0^2/4}{1-v\chi_0}.
\end{equation}
The correction is positive and the same for parallel and antiparallel spins, so by \eqref{FDT} it lowers both pair densities at contact equally. The parallel one is already zero in the free gas by the Pauli principle and must stay zero, so the RPA drives it negative. At second order this matches the missing term $dx$, which exists only for parallel spins; its factor $x$ cancels $d$ in the amplitude $d-x$ when the two momentum transfers are equal in size. On the spinless ring it removes $0.0438/0.0898$, about half, of the direct term. That missing exchange accounts for the larger part of the gap to PW92 at these densities is a conjecture that the calculation does not test.

\section*{Calculated quantities}
\begin{verbatim}
ring: L = 8, N = 3, t = 1.0 Ha, v0 = 2.0 Ha
ring E(0) = -4.828427 Ha, E(1) = -5.845494 Ha, <W>_0 = -0.978553 Ha
ring chi(q=pi/4, w=1 Ha): kick -0.0879777, Lehmann -0.0879777 1/Ha
ring S(q=pi/4): direct 0.2706707, FDT 0.2706707
ring Ec exact = -0.0385133 Ha, ACFD = -0.0385133 Ha
ring static chi0 = -0.1767767 1/Ha, v = 3.414214 Ha
ring static chi: Hartree -0.1102406, closure -0.1102406 1/Ha
ring Ec RPA: log -0.0733861 Ha, modes -0.0733861 Ha
ring 2nd order: direct -0.0897836, exchange 0.0437548, exact -0.0460288 Ha
gas: rs = 2.0 bohr, kF = 0.959579 1/bohr, n = 0.029842 1/bohr^3
plasma frequency = 0.612372 Ha, prefactor 12 kF^2/pi = 3.517167 Ha
point q = kF, w = 0.5 Ha: Q = 0.50, u = 0.543011, G = 0.736768
point: chi0 = -0.035816 1/(Ha bohr^3), v = 13.647348 Ha bohr^3
point: v chi0 = -0.488799, ln(1 - v chi0) = 0.397969
point: ln(1 - v chi0) + v chi0 = -0.090829
eps_x from FDT = -0.229083 Ha = -6.2337 eV
(<W>_lam - <W>_0)/N at lam = 0.25: -0.041760 Ha
(<W>_lam - <W>_0)/N at lam = 0.5: -0.065925 Ha
(<W>_lam - <W>_0)/N at lam = 1.0: -0.100418 Ha
eps_c by lambda quadrature = -0.061801 Ha
eps_c by log formula = -0.061801 Ha = -1.6817 eV
share of eps_c from q < 2 kF = 0.9046
d eps_c/d rs = 0.011592 Ha/bohr, U_c = -0.100418 Ha, T_c = 0.038617 Ha
g(0) free gas = 0.5000
rs =  1.0: RPA -0.07880, PW-RPA fit -0.07874, PW92 -0.05977 Ha, g(0) RPA -0.126
rs =  2.0: RPA -0.06180, PW-RPA fit -0.06180, PW92 -0.04476 Ha, g(0) RPA -0.659
rs =  5.0: RPA -0.04247, PW-RPA fit -0.04249, PW92 -0.02822 Ha, g(0) RPA -2.029
rs = 10.0: RPA -0.03066, PW-RPA fit -0.03066, PW92 -0.01857 Ha, g(0) RPA -3.950
Int R^2 du = 0.3213355, c0 = 0.0310907 Ha
2nd-order term: cut ln Qc = -8: -0.480027 Ha, ln Qc = -10: -0.604390 Ha
slope in ln Qc = 0.0621814 Ha, 2 c0 = 0.0621814 Ha
eps_c(1e-5) = -0.429045 Ha, eps_c(1e-6) = -0.500633 Ha
slope in ln rs = 0.0310905 Ha, constant = -0.07110 Ha
\end{verbatim}
